# Nuclear forces in constrained DFT with Becke and Hirshfeld weights

Let a molecule be described by the lowest-energy density $\rho$ for which a weighted electron number has a prescribed value,
$$\int w(\mathbf r;\mathbf R)\,\rho(\mathbf r)\,d\mathbf r=N_c .$$
Here $\mathbf R$ stands for all nuclear positions. If $V$ is the Lagrange multiplier of this constraint, the force on nucleus $A$ is
$$\mathbf F_A=-\int\rho\,\frac{\partial v}{\partial\mathbf R_A}d\mathbf r-\frac{\partial E_{nn}}{\partial\mathbf R_A}-V\int\rho\,\frac{\partial w}{\partial\mathbf R_A}d\mathbf r ,\tag{1}$$
where $v$ is the electron–nuclear potential and $E_{nn}$ the nuclear repulsion. The last term is the constraint force; in the energy gradient it appears as $+V\int\rho\,\partial w/\partial\mathbf R_A\,d\mathbf r$. Equation (1) holds in a complete basis or one that does not move with the nuclei. Atom-centred functions add the terms derived below. Hartree atomic units are used.

Take doubly occupied real orbitals $\phi_i$, so that $\rho=2\sum_i\phi_i^2$, and the Kohn–Sham energy
$$E=T_s+\int v\rho\,d\mathbf r+E_H[\rho]+E_{xc}[\rho]+E_{nn}.$$
Nuclear positions enter explicitly only through $v$ and $E_{nn}$. Let $N_c$ be independent of $\mathbf R$, and let the constrained solution be non-degenerate and vary smoothly with geometry. It is a stationary point of
$$L=E+V\left(\int w\rho\,d\mathbf r-N_c\right)-2\sum_{ij}\epsilon_{ij}\left(\langle\phi_i|\phi_j\rangle-\delta_{ij}\right).$$
Variation of $V$ returns the constraint. Variation of the orbitals, rotated among themselves so that $\epsilon_{ij}$ is diagonal, gives
$$(h+Vw)\phi_i=\epsilon_i\phi_i,\tag{2}$$
with $h$ the usual Kohn–Sham operator. The constraint thus acts as an additional external potential $Vw$.

Both brackets in $L$ vanish at the solution for every geometry, hence $L=E$ along the whole constrained path. The total derivative of $L$ contains the responses of $\phi_i$, $V$ and $\epsilon_{ij}$, but each is multiplied by a derivative of $L$ that is zero. What remains is the explicit derivative,
$$\frac{dE}{d\mathbf R_A}=\frac{\partial L}{\partial\mathbf R_A}=\int\rho\frac{\partial v}{\partial\mathbf R_A}d\mathbf r+\frac{\partial E_{nn}}{\partial\mathbf R_A}+V\int\rho\frac{\partial w}{\partial\mathbf R_A}d\mathbf r,$$
which is (1) with the opposite sign. The same argument with $N_c$ as the parameter gives $dE/dN_c=-V$. If the target itself depended on geometry, the gradient would therefore gain $-V\,dN_c/d\mathbf R_A$ and the force $+V\,dN_c/d\mathbf R_A$.

The term can also be found without $L$. At the constrained minimum $E$ is not stationary: a density change $d\rho$ that conserves the electron number changes it by $-V\int w\,d\rho\,d\mathbf r$. When a nucleus moves, the constraint must continue to hold, so
$$0=d\int w\rho\,d\mathbf r=\int w\,d\rho\,d\mathbf r+\int\rho\,dw\,d\mathbf r .$$
The energy change due to relaxation is consequently $-V\int w\,d\rho\,d\mathbf r=+V\int\rho\,dw\,d\mathbf r$. The constraint force is minus this energy change per unit displacement: it reflects the cost, or gain, of moving electrons to compensate for the moving boundary of the fragment. It vanishes when $V=0$, as happens when the unconstrained density already satisfies the constraint.

Now expand the orbitals in atom-centred functions, $\phi_i=\sum_\mu C_{\mu i}\chi_\mu$, with $P=2CC^T$, overlap matrix $S$ and $W_{\mu\nu}=\int w\chi_\mu\chi_\nu\,d\mathbf r$. The product rule gives
$$V\,\mathrm{Tr}\,P\frac{\partial W}{\partial\mathbf R_A}=V\int\rho\frac{\partial w}{\partial\mathbf R_A}d\mathbf r+V\sum_{\mu\nu}P_{\mu\nu}\int w\,\frac{\partial(\chi_\mu\chi_\nu)}{\partial\mathbf R_A}d\mathbf r .$$
The first part is the constraint term of (1). The second joins the other derivatives of the basis functions. Orthonormality now reads $C^TSC=1$, and its explicit derivative contributes $-2\sum_i\epsilon_i(C^T\,\partial S\,C)_{ii}$. By symmetry of $P$ the basis part of the energy gradient is
$$\mathbf B_A=2\sum_{\mu\nu}P_{\mu\nu}\left\langle\frac{\partial\chi_\mu}{\partial\mathbf R_A}\right|h+Vw\left|\chi_\nu\right\rangle-\mathrm{Tr}\,Q\frac{\partial S}{\partial\mathbf R_A},\qquad Q=2C\epsilon C^T .\tag{3}$$
Let $F$ be the matrix of $h$. Since $C^T(F+VW)C=\epsilon$, one also has $Q=\tfrac12P(F+VW)P$. The force gains $-\mathbf B_A$, so $V$ enters it in two places besides the constraint term: through the potential and through $Q$. If (2) holds at every point in space, the operator in (3) may be replaced by $\epsilon_i$; the first term becomes $\mathrm{Tr}\,Q\,\partial S/\partial\mathbf R_A$ and $\mathbf B_A=0$. These formulas take integrals over $\mathbf r$ at fixed points. A quadrature grid that travels with the atoms adds derivatives of its points and weights.

The Hirshfeld and Becke weight schemes share one structure. Each atom $C$ has a non-negative function $p_C$, their sum is positive, and
$$w=\frac{\sum_Cc_Cp_C}{Z},\qquad Z=\sum_Cp_C .$$
The choice $c_C=1$ inside a fragment and $0$ outside counts the fragment's electrons; $c_C=\pm1$ on two fragments gives their difference. The quotient rule yields
$$\frac{\partial w}{\partial\mathbf R_A}=\frac{\sum_Cc_C\,\partial_Ap_C}{Z}-\frac{\sum_Cc_Cp_C}{Z^2}\sum_C\partial_Ap_C=\frac1Z\sum_C(c_C-w)\,\partial_Ap_C,\tag{4}$$
where $\partial_A=\partial/\partial\mathbf R_A$. Write $r_C=|\mathbf r-\mathbf R_C|$ and $\mathbf u_C=(\mathbf r-\mathbf R_C)/r_C$, so that $\partial r_C/\partial\mathbf R_C=-\mathbf u_C$.

For Hirshfeld weights, $p_C=\rho_C^0(r_C)$ is a spherical free-atom density, computed once and carried along rigidly. Only $p_A$ depends on $\mathbf R_A$, and (4) reduces to
$$\frac{\partial w}{\partial\mathbf R_A}=-\frac{(c_A-w)\,\rho_A^{0\prime}(r_A)}{\sum_C\rho_C^0(r_C)}\,\mathbf u_A .\tag{5}$$
If the reference densities were instead adjusted to the molecular density, $w$ would depend on $\rho$, and neither the potential $Vw$ in (2) nor this derivative would be complete.

For Becke weights the cell functions are products over pairs,
$$p_C=\prod_{B\ne C}s(\nu_{CB}),\quad \nu_{CB}=\mu_{CB}+a_{CB}(1-\mu_{CB}^2),\quad \mu_{CB}=\frac{r_C-r_B}{R_{CB}},$$
with $s(\nu)=\tfrac12[1-f(f(f(\nu)))]$ and $f(x)=\tfrac12(3x-x^3)$. The constant $a_{CB}$ shifts the boundary according to atomic size. For a size ratio $\chi=\text{size}_C/\text{size}_B$ it is $a_{CB}=q/(q^2-1)$ with $q=(\chi-1)/(\chi+1)$, limited to $|a_{CB}|\le\tfrac12$. For $\chi=2$, $q=\tfrac13$ and $a_{CB}=-\tfrac38$; the negative sign enlarges the cell of $C$.

Because $f'(x)=\tfrac32(1-x^2)$, the chain rule with $f_1=f(\nu)$ and $f_2=f(f_1)$ gives
$$s'(\nu)=-\tfrac12\left(\tfrac32\right)^3(1-f_2^2)(1-f_1^2)(1-\nu^2)=-\tfrac{27}{16}(1-f_2^2)(1-f_1^2)(1-\nu^2).$$
Furthermore $d\nu/d\mu=1-2a\mu$. Define
$$K_{CB}=s'(\nu_{CB})\,(1-2a_{CB}\mu_{CB})\prod_{D\ne C,B}s(\nu_{CD}),$$
the derivative of $p_C$ with respect to $\mu_{CB}$. With $\mathbf e_{AB}=(\mathbf R_A-\mathbf R_B)/R_{AB}=\partial R_{AB}/\partial\mathbf R_A$,
$$\frac{\partial\mu_{AB}}{\partial\mathbf R_A}=-\frac{\mathbf u_A}{R_{AB}}-\frac{r_A-r_B}{R_{AB}^2}\mathbf e_{AB}=-\mathbf g_{AB},\qquad \mathbf g_{AB}=\frac{\mathbf u_A+\mu_{AB}\mathbf e_{AB}}{R_{AB}} .$$
Since $\mu_{BA}=-\mu_{AB}$, its derivative with respect to $\mathbf R_A$ is $+\mathbf g_{AB}$. Moving $A$ changes every factor of $p_A$ and one factor of every other $p_B$:
$$\partial_Ap_A=-\sum_{B\ne A}K_{AB}\,\mathbf g_{AB},\qquad \partial_Ap_B=+K_{BA}\,\mathbf g_{AB}.$$
Insertion in (4) gives the explicit Becke result
$$\frac{\partial w}{\partial\mathbf R_A}=-\frac1Z\sum_{B\ne A}\left[(c_A-w)K_{AB}-(c_B-w)K_{BA}\right]\mathbf g_{AB}.\tag{6}$$

Two equal atoms provide a check by hand. Put $A$ at the origin, $B$ at $R\hat{\mathbf z}$, and take $c_A=1$, $c_B=0$. At the midpoint $w=\tfrac12$, $\mu=0$, $Z=1$, $K_{AB}=K_{BA}=-\tfrac{27}{16}$ and $\mathbf g_{AB}=\hat{\mathbf z}/R$. The bracket in (6) is $-\tfrac{27}{32}-\tfrac{27}{32}=-\tfrac{27}{16}$, so $\partial w/\partial z_A=27/(16R)$. Equation (5) gives $-\tfrac12\rho^{0\prime}/(2\rho^0)=-\rho^{0\prime}/(4\rho^0)$. For two carbon atoms at $R=2.8$ bohr the Becke value is $27/44.8=0.603$ bohr$^{-1}$. The free-atom density $0.09096$ bohr$^{-3}$ and slope $-0.16818$ bohr$^{-4}$ give the Hirshfeld value $0.16818/0.36384=0.462$ bohr$^{-1}$. Here the Becke boundary is the sharper one.

The same pair shows what happens at large separation. Near $A$, with $z$ measured from $A$, $r_B\approx R-z$ and hence $\mu\approx-1+\delta$, where $\delta=(r_A+z)/R$. Expansion of $f$ about $-1$ gives $f(-1+\delta)\approx-1+\tfrac32\delta^2$. The three factors in $s'$ become $2\delta$, $3\delta^2$ and $\tfrac{27}{4}\delta^4$, so $s'\approx-\tfrac{2187}{32}\delta^7$. For this pair $Z=1$ and $K_{AB}=K_{BA}=s'$, which turns (6) into
$$\frac{\partial w}{\partial\mathbf R_A}=-s'\,\mathbf g_{AB}\approx\frac{2187}{32}\left(\frac{r_A+z}{R}\right)^7\frac{\mathbf u_A+\hat{\mathbf z}}{R}.$$
At a fixed point near the atom this falls as $R^{-8}$. Near $B$, $s'$ is of the same order $R^{-7}$ because it is even in $\mu$, and $|\mathbf g_{AB}|\le2/R$; between the atoms $s'$ is bounded and an exponentially decaying density contributes negligibly. For Hirshfeld weights (5) becomes $-w_Aw_B(\ln\rho_A^0)'\mathbf u_A$. If $\rho$ is bounded by a constant times $\rho_A^0+\rho_B^0$, then $\rho w_Aw_B$ is bounded by the same constant times the smaller free-atom density. With exponentially decaying atoms and a bounded logarithmic slope, the integral is exponentially small. In both schemes the constraint force between distant atoms disappears if $V$ stays bounded, even though $V$ itself need not vanish.

Translation supplies a condition on the whole set of forces. Shifting $\mathbf r$ and all nuclei together leaves $w$ unchanged, hence
$$\sum_A\frac{\partial w}{\partial\mathbf R_A}=-\nabla w .$$
The constraint forces alone add up to $V\int\rho\nabla w\,d\mathbf r$, which is generally not zero. In a complete basis the remaining terms of (1) add up to $\int\rho\nabla v\,d\mathbf r$, because $v$ obeys the same rule and $E_{nn}$ is invariant. A small rigid shift of the electrons at fixed nuclei leaves $T_s$, $E_H$ and $E_{xc}$ unchanged. Stationarity then requires $\int(v+Vw)\nabla\rho\,d\mathbf r=0$, or after integration by parts $\int\rho\nabla(v+Vw)\,d\mathbf r=0$. The complete force therefore sums to zero, whereas omission of the constraint term leaves a spurious net force $-V\int\rho\nabla w\,d\mathbf r$.

As an example, consider planar s-trans-butadiene, C1=C2–C3=C4, with bond lengths of 2.5 bohr (C=C), 2.8 bohr (C–C) and 2.05 bohr (C–H), and all angles $120^\circ$. The $x$ axis runs from C2 to C3. The calculation uses spin-restricted LDA, with Slater exchange and VWN correlation, in the STO-3G basis. The C2H3 half containing C1 and C2 is constrained to 15.2 electrons. Becke weights use a C:H size ratio of 2; Hirshfeld weights use spherical, spin-restricted LDA atoms in 6-311G. The geometry is not optimized, the basis is minimal, and the boundary cuts a covalent bond. The numbers therefore illustrate the force formula and do not predict a charge-transfer state.

Without the constraint each half holds 15 electrons by symmetry, apart from a quadrature error of about $3\times10^{-4}$. Holding 0.2 electron more on the left requires an attractive potential there: $V=-0.1842$ hartree for Becke and $-0.2020$ hartree for Hirshfeld weights. If $V$ grew linearly with the transferred charge, $dE/dN_c=-V$ would imply an energy cost of $\tfrac12(0.1842)(0.2)=0.0184$ hartree in the Becke case. The computed cost is 0.0188 hartree, about 2% more, so the response is nearly but not quite linear.

The $x$ force on C2, in hartree/bohr, is composed as follows, where the first column includes nuclear repulsion and the second is $-\mathbf B_A$ from (3).

| Weights | Hellmann–Feynman | Basis | Constraint | Total |
|---|---:|---:|---:|---:|
| Becke | 0.01706 | −0.08715 | 0.11836 | 0.04826 |
| Hirshfeld | 0.00660 | −0.09553 | 0.13100 | 0.04207 |

The constraint forces correspond to 6.09 and 6.74 eV/Å. Without them the Becke total would be $0.01706-0.08715=-0.07009$ hartree/bohr, which has the wrong sign; the same happens with Hirshfeld weights. Differences of reconverged constrained energies, taken on the same fixed quadrature points, reproduce both totals to six decimals. They also reproduce the force along a random displacement of all atoms. This tests the formulas, not the convergence of the quadrature: on finer grids the basis, constraint and total columns change by about $4\times10^{-4}$, $2\times10^{-4}$ and $6\times10^{-4}$ hartree/bohr, and $|V|$ by about $3\times10^{-4}$ hartree. When the C2 nucleus moves while its basis functions stay in place, the Becke energy differences give 0.13541 hartree/bohr, in agreement with the Hellmann–Feynman and constraint terms alone, as (1) requires.

The constraint forces on C2 and C3 both point towards positive $x$: 0.1184 and 0.1174 hartree/bohr with Becke weights. They are not an action–reaction pair. Dividing the C2 value by $-V$ gives $\int\rho\,\partial w/\partial x_{\mathrm{C2}}\,d\mathbf r=0.1184/0.1842=0.643$ electron/bohr. At fixed density, moving C2 to the right thus adds electrons to the left fragment's count. Less charge then has to be drawn across, and the energy falls. The Hirshfeld quotient is $0.1310/0.2020=0.649$ electron/bohr, only 1% larger, while $|V|$ is 10% larger. Most of the difference between the two constraint forces on C2 thus comes from the multiplier.

Summed over all atoms, the $x$ components of the constraint forces amount to 0.2555 hartree/bohr for Becke and 0.3217 hartree/bohr for Hirshfeld weights. The $x$ components of the complete forces sum to $3\times10^{-5}$ and $1.5\times10^{-4}$ hartree/bohr. With basis functions that move with the atoms, every analytic integral is unchanged by a rigid translation, so exact integration would give a zero sum in this basis too. Only the terms evaluated on the quadrature points, which are held fixed in space, lack this invariance, and they produce the residues. The numerical output lists the individual contributions and comparisons.

Equation (1) gives the slope of the energy surface at fixed $N_c$. If instead $V$ is held fixed and $E+V\int w\rho\,d\mathbf r$ is minimized, the same stationarity argument gives the same expression for the gradient at a common solution. The two surfaces nevertheless separate as the nuclei move, because one keeps the population and the other the potential. Where constrained solutions cross or become degenerate, the followed density may change abruptly; the smooth path assumed in the derivation is then lost, and (1) describes at most the slope of one selected branch.

## Values computed for the example and the checks

```
Butadiene, LDA (Slater + VWN), STO-3G
C=C, C-C, C-H lengths: 2.5, 2.8, 2.05 bohr; angles 120 deg
C1=C2-C3=C4; x runs from C2 to C3; left half is C1, C2 and their H
quadrature points: 38992; integrated electrons: 30.00056
unconstrained energy: -152.594015 hartree
target population of left half: 15.2 electrons
finite-difference step: 0.0005 bohr
two C atoms 2.8 bohr apart, midpoint dw_A/dz_A:
  Becke 0.60268, Hirshfeld 0.46223 1/bohr
  free C at midpoint: density 0.09096 bohr^-3, slope -0.16818 bohr^-4
Becke weights
  largest error of dw/dR at sample points: 2.2e-08 1/bohr
  unconstrained left population: 15.00028 electrons
  multiplier V: -0.184196 hartree
  energy cost of constraint: 0.018832 hartree
  x forces on C2, hartree/bohr:
    Hellmann-Feynman 0.017056, basis -0.087152
    constraint 0.118358, total 0.048262
    total from energy differences 0.048262
  C2 constraint force: 6.0862 eV/angstrom
  constraint x forces on C1, C2, C3, C4, hartree/bohr:
    0.008756, 0.118358, 0.117388, 0.008648
  sum of constraint x forces: 0.255549 hartree/bohr
  sum of complete x forces: 0.000032 hartree/bohr
  force along random move: -0.000445 hartree/bohr
    from energy differences: -0.000445 hartree/bohr
  basis held fixed, x force on C2, hartree/bohr:
    formula 0.135413, differences 0.135410
  dE/dN_c from energy differences: 0.184195 hartree
Hirshfeld weights
  largest error of dw/dR at sample points: 1.4e-08 1/bohr
  unconstrained left population: 15.00028 electrons
  multiplier V: -0.201997 hartree
  energy cost of constraint: 0.020745 hartree
  x forces on C2, hartree/bohr:
    Hellmann-Feynman 0.006600, basis -0.095525
    constraint 0.130998, total 0.042073
    total from energy differences 0.042073
  C2 constraint force: 6.7362 eV/angstrom
  constraint x forces on C1, C2, C3, C4, hartree/bohr:
    0.014713, 0.130998, 0.132828, 0.014794
  sum of constraint x forces: 0.321684 hartree/bohr
  sum of complete x forces: 0.000146 hartree/bohr
  force along random move: 0.001854 hartree/bohr
    from energy differences: 0.001854 hartree/bohr
```
